# KMS Periodicity and the Continuation from Matsubara to Retarded Functions: test program

```python
"""
Result under test, for a thermal state rho = exp(-beta K)/Z with K = H - mu N:
  (1) G(tau - beta) = zeta G(tau), where G(tau) = -<T A(tau) B>,
      zeta = +1 for bosonic and -1 for fermionic operators A, B;
  (2) Gamma(z) = sum_j w_j/(z - x_j) gives the Matsubara function at
      z = i omega_n and the retarded function at z = omega + i0, except for an
      additional static term of bosonic functions from degenerate states.
x_j are differences of eigenvalues of K, w_j the spectral weights.
Model: two-site Hubbard model, energies in units of the hopping J,
times in units of 1/J, hbar = k_B = 1.
"""
import numpy as np
from scipy.linalg import expm

hopping, U, eps1, eps2, mu, beta = 1.0, 4.0, 0.5, -0.5, 1.0, 2.0

# Fermion operators; mode order: site 1 up, site 1 down, site 2 up, site 2 down
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    result = np.eye(1)
    for k in range(4):
        factor = parity if k < mode else (lower if k == mode else np.eye(2))
        result = np.kron(result, factor)
    return result


c = [annihilator(k) for k in range(4)]
number = [a.T @ a for a in c]
n_site1 = number[0] + number[1]
n_site2 = number[2] + number[3]
identity = np.eye(16)


def grand_hamiltonian(site1_energy):
    hop = c[0].T @ c[2] + c[1].T @ c[3]
    return (site1_energy * n_site1 + eps2 * n_site2 - hopping * (hop + hop.T)
            + U * (number[0] @ number[1] + number[2] @ number[3])
            - mu * (n_site1 + n_site2))


def thermal_state(K_matrix, inverse_temperature):
    weight = expm(-inverse_temperature * K_matrix)
    return weight / np.trace(weight)


K = grand_hamiltonian(eps1)
Z = np.trace(expm(-beta * K))
rho = thermal_state(K, beta)


def imaginary_time(A, B, zeta, tau, state=rho):
    """-<T A(tau) B>; tau = 0 is read as 0+."""
    A_tau = expm(tau * K) @ A @ expm(-tau * K)
    if tau >= 0:
        return -np.trace(state @ A_tau @ B)
    return -zeta * np.trace(state @ B @ A_tau)


# Imaginary-time quadrature on [0, beta]
nodes, weights = np.polynomial.legendre.leggauss(60)
tau_nodes = 0.5 * beta * (nodes + 1)
tau_weights = 0.5 * beta * weights


def tau_samples(A, B, zeta):
    return np.array([imaginary_time(A, B, zeta, t) for t in tau_nodes])


def tau_integral(samples, z):
    return np.sum(tau_weights * np.exp(z * tau_nodes) * samples)


# Real-time propagation, panel by panel, with Gauss nodes in each panel
panel_width, panel_count = 0.5, 300
local_x, local_w = np.polynomial.legendre.leggauss(10)
local_t = 0.5 * panel_width * (local_x + 1)
time_grid = (panel_width * np.arange(panel_count)[:, None] + local_t).ravel()
time_weights = np.tile(0.5 * panel_width * local_w, panel_count)


def commutator_series(A, B, zeta, direction):
    """<A(t)B - zeta B A(t)> at t = direction * time_grid."""
    local_steps = [expm(1j * direction * K * t) for t in local_t]
    full_step = expm(1j * direction * K * panel_width)
    kernel = (B @ rho - zeta * rho @ B).T
    A_panel, values = A.astype(complex), []
    for _ in range(panel_count):
        for step in local_steps:
            values.append(np.sum((step @ A_panel @ step.conj().T) * kernel))
        A_panel = full_step @ A_panel @ full_step.conj().T
    return np.array(values)


def retarded_integral(series, z):
    return -1j * np.sum(time_weights * np.exp(1j * z * time_grid) * series)


def advanced_integral(series, z):
    return 1j * np.sum(time_weights * np.exp(-1j * z * time_grid) * series)


# Spectral representation from eigenstates of K
levels, vectors = np.linalg.eigh(K)
populations = np.exp(-beta * levels)
populations /= populations.sum()


def spectral_data(A, B, zeta):
    a = vectors.T @ A @ vectors
    b = vectors.T @ B @ vectors
    product = a * b.T
    x = levels[None, :] - levels[:, None]
    w = (populations[:, None] - zeta * populations[None, :]) * product
    degenerate = np.abs(x) < 1e-9
    static = 0.0
    keep = np.abs(w) > 1e-15
    if zeta == 1:
        static = beta * np.sum((populations[:, None] * product)[degenerate])
        keep &= ~degenerate
    return x[keep], w[keep], static


def gamma(x, w, z):
    return np.sum(w / (z - x))


mean_n1 = np.trace(rho @ n_site1)
delta_n1 = n_site1 - mean_n1 * identity
bond = c[0].T @ c[2] + c[1].T @ c[3]
current = 1j * (bond - bond.T)
cases = {
    "local": (c[0], c[0].T, -1),
    "intersite": (c[0], c[2].T, -1),
    "density": (delta_n1, delta_n1, 1),
    "density-current": (delta_n1, current, 1),
}
z_test = 1.0 + 0.2j
store = {}
largest_periodicity = largest_matsubara = largest_spectral = 0.0
for name, (A, B, zeta) in cases.items():
    # periodicity in imaginary time
    for tau in (0.3, 0.5, 1.7):
        error = abs(imaginary_time(A, B, zeta, tau - beta)
                    - zeta * imaginary_time(A, B, zeta, tau))
        largest_periodicity = max(largest_periodicity, error)
    # KMS relation at real time
    t = 0.7
    forward = expm(1j * K * t) @ A @ expm(-1j * K * t)
    s = t + 1j * beta
    shifted = expm(1j * K * s) @ A @ expm(-1j * K * s)
    assert abs(np.trace(rho @ forward @ B) - np.trace(rho @ B @ shifted)) < 1e-10

    samples = tau_samples(A, B, zeta)
    later = commutator_series(A, B, zeta, 1)
    earlier = commutator_series(A, B, zeta, -1)
    x, w, static = spectral_data(A, B, zeta)
    store[name] = (samples, later, x, w, static)
    first = 0 if zeta == -1 else 1
    for n in range(first, first + 3):
        omega = (2 * n + (zeta == -1)) * np.pi / beta
        from_tau = tau_integral(samples, 1j * omega)
        from_time = retarded_integral(later, 1j * omega)
        largest_matsubara = max(largest_matsubara, abs(from_tau - from_time))
        largest_spectral = max(largest_spectral,
                               abs(from_tau - gamma(x, w, 1j * omega)))
        negative = tau_integral(samples, -1j * omega)
        assert abs(negative - advanced_integral(earlier, -1j * omega)) < 1e-8
    assert abs(retarded_integral(later, z_test) - gamma(x, w, z_test)) < 1e-8
    assert abs(tau_integral(samples, 0j) - gamma(x, w, 0) + static) < 1e-8 \
        or zeta == -1
    assert abs(w.sum() - np.trace(rho @ (A @ B - zeta * B @ A))) < 1e-10
assert largest_periodicity < 1e-10
assert largest_matsubara < 1e-8
assert largest_spectral < 1e-8

# A state at another temperature must break the periodicity with period beta
A, B, zeta = cases["local"]
beta_wrong = 3.0
rho_wrong = thermal_state(K, beta_wrong)
wrong_plus = imaginary_time(A, B, zeta, 0.5, rho_wrong)
wrong_minus = imaginary_time(A, B, zeta, 0.5 - beta, rho_wrong)
assert abs(wrong_minus + wrong_plus) > 1e-2

# Occupation from the spectral weights and the Fermi function
samples, later, x, w, _ = store["local"]
occupation = np.trace(rho @ number[0])
occupation_spectral = np.sum(w / (np.exp(beta * x) + 1))
assert abs(occupation - occupation_spectral) < 1e-10
G_zero_plus = imaginary_time(A, B, zeta, 0.0)
G_beta_minus = imaginary_time(A, B, zeta, beta)
assert abs(G_zero_plus + 1 - occupation) < 1e-10
assert abs(G_beta_minus + occupation) < 1e-10

# Poles of the local function; the jump across the real axis returns a weight
order = np.argsort(x)
xs, ws = x[order], w[order]
cuts = np.where(np.diff(xs) > 1e-6)[0] + 1
pole_x = np.array([g.mean() for g in np.split(xs, cuts)])
pole_w = np.array([g.sum() for g in np.split(ws, cuts)])
visible = pole_w > 1e-10
pole_x, pole_w = pole_x[visible], pole_w[visible]
main = np.argmax(pole_w)
half_gap = 0.5 * np.min(np.abs(np.delete(pole_x, main) - pole_x[main]))
eta = 1e-3 * half_gap
line = np.linspace(pole_x[main] - half_gap, pole_x[main] + half_gap, 8001)
upper = np.sum(pole_w / (line[:, None] + 1j * eta - pole_x), axis=1)
below = np.sum(pole_w / (line[:, None] - 1j * eta - pole_x), axis=1)
jump = (1j * (upper - below)).real / (2 * np.pi)
jump_weight = np.sum(0.5 * (jump[1:] + jump[:-1])) * (line[1] - line[0])
# Lorentzian tails of width eta leak out of the window at relative order eta/half_gap
assert abs(jump_weight - pole_w[main]) < 2e-3

# False continuation: exp(z tau) kept inside the imaginary-time integral
false_value = tau_integral(samples, z_test)
true_value = retarded_integral(later, z_test)
assert abs(false_value - true_value) > 0.1
x_large = 40.0
growth_ratio = (tau_integral(samples, x_large) * x_large
                / (np.exp(beta * x_large) * G_beta_minus))
# the next term of the large-x expansion is of relative order 1/x_large
assert abs(growth_ratio - 1) < 0.1

# Decay of the product that bounds the difference of two continuations
delta, z_bound = 0.1, 1.0 + 0.5j


def bounding_product(count):
    omega = (2 * np.arange(count) + 1) * np.pi / beta
    return np.prod(np.abs((z_bound - 1j * omega)
                          / (z_bound + 1j * omega - 2j * delta)))


product_small, product_large = bounding_product(1000), bounding_product(10000)
exponent = np.log10(product_large / product_small)
exponent_predicted = -beta * (z_bound.imag - delta) / np.pi
assert abs(exponent - exponent_predicted) < 1e-3

# Static density response: isothermal, and at fixed populations of the levels
h = 1e-4


def isothermal_mean(site1_energy):
    return np.trace(thermal_state(grand_hamiltonian(site1_energy), beta) @ n_site1)


def fixed_population_mean(site1_energy):
    _, v = np.linalg.eigh(grand_hamiltonian(site1_energy))
    return np.sum(populations * np.diag(v.T @ n_site1 @ v))


isothermal = (isothermal_mean(eps1 + h) - isothermal_mean(eps1 - h)) / (2 * h)
fixed = (fixed_population_mean(eps1 + h) - fixed_population_mean(eps1 - h)) / (2 * h)
samples_n, _, x_n, w_n, static_n = store["density"]
matsubara_zero = tau_integral(samples_n, 0j).real
gamma_zero = gamma(x_n, w_n, 0).real
assert abs(isothermal - matsubara_zero) < 1e-6
assert abs(fixed - gamma_zero) < 1e-6
assert abs(static_n) > 1e-2

print("Energies in J, times in 1/J, hbar = k_B = 1")
print(f"J = {hopping:.1f}, U = {U:.1f}, mu = {mu:.1f} J; beta = {beta:.1f} 1/J")
print(f"eps1 = {eps1:.1f}, eps2 = {eps2:.1f} J")
print(f"Z = {Z:.5f} (no unit)")
print(f"n(site 1, up): trace {occupation:.6f}, spectral {occupation_spectral:.6f}")
print("Local fermion function G(tau), no unit:")
print(f"  G(0+) = {G_zero_plus:.6f}, G(beta-) = {G_beta_minus:.6f}")
for tau in (0.5, 0.5 - beta):
    print(f"  G({tau:+.1f}/J) = {imaginary_time(A, B, zeta, tau):+.6f}")
print(f"State with beta = {beta_wrong:.1f}/J, same tau shift of {beta:.1f}/J:")
print(f"  G(+0.5/J) = {wrong_plus:+.6f}, G(-1.5/J) = {wrong_minus:+.6f}")
print("Local G(i omega_n) in 1/J: imaginary time | real time | spectral")
for n in range(3):
    om = (2 * n + 1) * np.pi / beta
    trio = (tau_integral(samples, 1j * om), retarded_integral(later, 1j * om),
            gamma(x, w, 1j * om))
    print(f"  n={n}, omega_n={om:.5f} J: " + " | ".join(f"{v:.6f}" for v in trio))
print(f"Largest periodicity error, all cases: {largest_periodicity:.1e}")
print(f"Largest imaginary/real-time difference: {largest_matsubara:.1e}")
print(f"Largest imaginary-time/spectral difference: {largest_spectral:.1e}")
print(f"Local poles: {len(pole_x)}, total weight {pole_w.sum():.6f}; largest four:")
for j in np.argsort(-pole_w)[:4]:
    print(f"  x = {pole_x[j]:+.5f} J, weight = {pole_w[j]:.5f}")
print(f"Weight of main pole from jump: {jump_weight:.5f}, eta = {eta:.2e} J")
print(f"At z = {z_test:.1f} J, in 1/J:")
print(f"  retarded, real time: {true_value:.6f}")
print(f"  spectral formula:    {gamma(x, w, z_test):.6f}")
print(f"  false continuation:  {false_value:.6f}")
print(f"Growth ratio of false continuation at x = {x_large:.0f} J: {growth_ratio:.4f}")
print(f"Bounding product at z = {z_bound:.1f} J, delta = {delta:.1f} J:")
print(f"  1000 factors {product_small:.5f}, 10000 factors {product_large:.5f}")
print(f"  exponent {exponent:.5f}, predicted {exponent_predicted:.5f}")
print(f"Mean density on site 1: {mean_n1:.6f}")
print("Static density response in 1/J:")
print(f"  isothermal derivative {isothermal:.6f}, G(0) {matsubara_zero:.6f}")
print(f"  fixed populations {fixed:.6f}, Gamma(0) {gamma_zero:.6f}")
print(f"  degenerate-state term D {np.real(static_n):.6f}")
print("checks complete")
```

It prints:

```
Energies in J, times in 1/J, hbar = k_B = 1
J = 1.0, U = 4.0, mu = 1.0 J; beta = 2.0 1/J
eps1 = 0.5, eps2 = -0.5 J
Z = 611.87984 (no unit)
n(site 1, up): trace 0.401753, spectral 0.401753
Local fermion function G(tau), no unit:
  G(0+) = -0.598247, G(beta-) = -0.401753
  G(+0.5/J) = -0.277616
  G(-1.5/J) = +0.277616
State with beta = 3.0/J, same tau shift of 2.0/J:
  G(+0.5/J) = -0.219432, G(-1.5/J) = +0.177278
Local G(i omega_n) in 1/J: imaginary time | real time | spectral
  n=0, omega_n=1.57080 J: -0.023164-0.353792j | -0.023164-0.353792j | -0.023164-0.353792j
  n=1, omega_n=4.71239 J: -0.026589-0.176835j | -0.026589-0.176835j | -0.026589-0.176835j
  n=2, omega_n=7.85398 J: -0.013712-0.117272j | -0.013712-0.117272j | -0.013712-0.117272j
Largest periodicity error, all cases: 9.2e-14
Largest imaginary/real-time difference: 7.6e-14
Largest imaginary-time/spectral difference: 7.6e-14
Local poles: 16, total weight 1.000000; largest four:
  x = -0.74149 J, weight = 0.27175
  x = +0.11803 J, weight = 0.22161
  x = +2.74149 J, weight = 0.19581
  x = +4.11803 J, weight = 0.09837
Weight of main pole from jump: 0.27160, eta = 2.87e-04 J
At z = 1.0+0.2j J, in 1/J:
  retarded, real time: 0.210768-0.098937j
  spectral formula:    0.210768-0.098937j
  false continuation:  -1.892743-0.518080j
Growth ratio of false continuation at x = 40 J: 0.9803
Bounding product at z = 1.0+0.5j J, delta = 0.1 J:
  1000 factors 0.12038, 10000 factors 0.06697
  exponent -0.25465, predicted -0.25465
Mean density on site 1: 0.803506
Static density response in 1/J:
  isothermal derivative -0.243495, G(0) -0.243495
  fixed populations -0.075555, Gamma(0) -0.075555
  degenerate-state term D 0.167940
checks complete
```
